\section*{Gaussian onset of electronic decoherence after sudden ionization of a molecule}

\section{What a wrong estimate costs}

Suppose that ionization leaves a molecule in a superposition of two cation states, and that the lifetime of their coherence is estimated from the time the two nuclear packets need to move apart. For H$_2^+$ launched from H$_2$ this estimate is too long by a factor of about $2.3$, if ``apart'' means that the overlap of the moduli, $\int|\chi_1||\chi_2|\,dR$, has fallen to $1/e$; asking instead for a separation of one initial width gives $1.4$, and of two widths $2.0$. When the coherence has dropped to $1/e$, the packets are $0.088$ bohr apart, about half their own width, and for Gaussian packets of the initial width this separation alone would leave 97\% of the overlap. An exponential law $e^{-\Gamma t}$ fails in another way: it starts with a finite slope, while the true loss starts quadratically.

The initial loss is controlled by the spread of the energy gap over the launched packet. If $\sigma^2$ is the variance of the gap, the coherence starts as $e^{-\sigma^2t^2/2}$. The rate, an inverse time, is thus set by $\sigma$; half the variance multiplies $-t^2$ in the exponent. The quadratic onset is general under the assumptions below. A Gaussian that persists through most of the decay needs more, and the conditions are derived here too.

\section{The quantity to be computed}

Hartree atomic units are used, so $\hbar=1$. The assumptions are:
\begin{itemize}
\item Ionization is sudden and its amplitudes $c_1,c_2$ do not depend on the nuclear coordinates. Both cation states then receive the same normalized packet $\chi$.
\item The cation states are not coupled to each other. The nuclei move under $H_j=T+V_j$, with $j=1,2$.
\item The same photoelectron state accompanies both cation states. If the two photoelectron states differ but do not depend on the nuclear coordinates, their overlap multiplies the coherence by a constant.
\end{itemize}
With $\chi_j(t)=e^{-iH_jt}\chi$, the ion is in the state $c_1|1\rangle\chi_1+c_2|2\rangle\chi_2$. Tracing out the nuclei gives
\begin{equation}
\rho_{12}(t)=c_1c_2^*S(t),\qquad
S(t)=\langle\chi_2|\chi_1\rangle=\langle\chi|e^{iH_2t}e^{-iH_1t}|\chi\rangle .
\label{S}
\end{equation}
The populations $|c_j|^2$ stay constant because each $\chi_j$ keeps unit norm. The loss of coherence is therefore pure dephasing, described by $|S|$.

\section{Derivation of the short-time law}

Let $D=V_1-V_2$ be the gap and $H=(H_1+H_2)/2$ the mean Hamiltonian, so that $H_1=H+D/2$ and $H_2=H-D/2$. Define $D(t)=e^{iHt}De^{-iHt}$. The operator $A=e^{iHt}e^{-iH_1t}$ obeys
\begin{equation}
\frac{dA}{dt}=e^{iHt}\,i(H-H_1)\,e^{-iH_1t}=-\frac{i}{2}D(t)A .
\end{equation}
Integrating twice from $A(0)=1$, with $X=\int_0^tD(t')\,dt'$, gives
\begin{equation}
A=1-\frac i2X-\frac14\int_0^t\!dt_1\!\int_0^{t_1}\!dt_2\,D(t_1)D(t_2)+O(D^3).
\end{equation}
For surface 2 the sign of $D$ is reversed. Taking the adjoint reverses the sign of $i$ and the operator order:
\begin{equation}
B=e^{iH_2t}e^{-iHt}=1-\frac i2X-\frac14\int_0^t\!dt_1\!\int_0^{t_1}\!dt_2\,D(t_2)D(t_1)+O(D^3).
\end{equation}
Since $S=\langle BA\rangle$, the first-order terms add to $-i\langle X\rangle$. At second order, the product of the two linear terms gives $-X^2/4$. The two double integrals contain $D(t_1)D(t_2)+D(t_2)D(t_1)$ over the triangle $t_2<t_1$. That is the integral of $D(t_1)D(t_2)$ over the whole square, namely $X^2$, so they contribute another $-X^2/4$. Hence
\begin{equation}
S=1-i\langle X\rangle-\tfrac12\langle X^2\rangle+O(D^3).
\end{equation}
Taking the logarithm adds $-\frac12(-i\langle X\rangle)^2=+\frac12\langle X\rangle^2$ at second order. As $X$ is Hermitian, the real part is
\begin{equation}
\ln|S|=-\tfrac12\left(\langle X^2\rangle-\langle X\rangle^2\right)+O(D^4).
\label{varX}
\end{equation}
There is no cubic term in $D$: changing $D$ to $-D$ exchanges the surfaces and turns $S$ into $S^*$, which leaves $|S|$ unchanged. Equation (\ref{varX}) says that, to second order in the gap, coherence is lost through the variance of the accumulated phase.

Now expand in time. With $\dot D=i[H,D]$ and $\ddot D=i[H,\dot D]$ taken at $t=0$,
\begin{equation}
X=tD+\tfrac12t^2\dot D+\tfrac16t^3\ddot D+\dots
\end{equation}
Let $C(P,Q)=\frac12\langle PQ+QP\rangle-\langle P\rangle\langle Q\rangle$. The variance of the sum is
\begin{equation}
\mathrm{Var}X=\sigma^2t^2+C(D,\dot D)\,t^3
+\left[\tfrac14\mathrm{Var}\dot D+\tfrac13C(D,\ddot D)\right]t^4+\dots,
\end{equation}
where the coefficients $1$ and $\frac13$ are twice $\frac12$ and twice $\frac16$, from the cross terms.

One more contribution enters at $t^4$, from the terms of fourth order in $D$. Each factor $D$ already brings one power of $t$, so the time dependence of $D(t)$ can be dropped in them. What remains is $\ln\langle e^{-iDt}\rangle$, whose quartic term is $(-it)^4\kappa_4/24=\kappa_4t^4/24$, with $\kappa_4=\langle(D-\langle D\rangle)^4\rangle-3\sigma^4$.

For a real packet the odd powers vanish. The Hamiltonians are real in the position representation, so conjugating Eq.~(\ref{S}) gives $S(t)^*=S(-t)$, and $|S|$ is even in time. If the expectation values exist, the result is
\begin{align}
|S(t)|&=\exp\left[-\tfrac12\sigma^2t^2+b\,t^4+O(t^6)\right],\label{main}\\
b&=\frac{\kappa_4}{24}-\frac{\mathrm{Var}\dot D}{8}-\frac{C(D,\ddot D)}{6}.\label{b}
\end{align}
The first term of $b$ comes from the shape of the gap distribution, the other two from nuclear motion. The quartic term is small against the quadratic one while $2|b|t^2/\sigma^2\ll1$.

In one coordinate with reduced mass $\mu$, the commutator with $T=-\partial_R^2/2\mu$ gives
\begin{equation}
\dot D\chi=-\frac i\mu\left(D'\chi'+\tfrac12D''\chi\right),\qquad
\mathrm{Var}\dot D=\frac1{\mu^2}\int\left(D'\chi'+\tfrac12D''\chi\right)^2dR .
\end{equation}
The second formula uses $\langle\dot D\rangle=0$, which holds for real $\chi$.

\subsection*{A packet that is already moving}

A complex packet keeps the same quadratic term but acquires $-\frac12C(D,\dot D)t^3$ in $\ln|S|$. Take a linear gap of slope $g$ and a real packet multiplied by $e^{10i(R-\bar R)^2}$, with $R$ in bohr and $\bar R$ its mean. The local momentum is $20(R-\bar R)$ and $\dot D=gp/\mu$, so $C(D,\dot D)=20\sigma^2/\mu$. With the H$_2^+$ values given below, the cubic coefficient is $-10\times0.00598/918=-6.5\times10^{-5}$. Propagation on the actual curves gives $-6.51\times10^{-5}$. This packet is spreading, its gap distribution broadens, and coherence is lost faster.

\section{When the decay is really Gaussian}

\subsection{Frozen nuclei}

If the nuclei hardly move during the decay, $D(t)$ can be replaced by $D$, and
\begin{equation}
S(t)\simeq\int\chi(R)^2e^{-iD(R)t}\,dR .
\label{frozen}
\end{equation}
This is the Fourier transform of the gap distribution. For a linear gap and a Gaussian density of standard deviation $\sigma_R$, completing the square gives
\begin{equation}
|S|=e^{-\sigma^2t^2/2},\qquad\sigma=|D'|\sigma_R .
\end{equation}

The same loss can be read as a separation in momentum. Each surface multiplies the packet by $e^{-iV_jt}$, so the momenta come to differ by $-D't$. For two Gaussian packets of equal width and flat phase, separated by $\Delta R$ and $\Delta p$, the product of the two envelopes is $\chi^2e^{-\Delta R^2/8\sigma_R^2}$ about the midpoint. The Fourier integral then supplies the momentum factor:
\begin{equation}
|S|=\exp\left[-\tfrac12\sigma_R^2\Delta p^2-\frac{\Delta R^2}{8\sigma_R^2}\right].
\label{sep}
\end{equation}
Since $\Delta p$ grows as $t$ and $\Delta R$ as $t^2$, momentum acts first.

\subsection{Bound vibrations}

Let both cation surfaces be oscillators of the neutral's frequency $\omega$, displaced by linear terms: $H_j=\omega(a^\dagger a+\frac12)+\kappa_jq$, with $q=(a+a^\dagger)/\sqrt2$. The neutral ground state remains a coherent state, whose amplitude obeys $\dot\alpha_j=-i\omega\alpha_j-i\kappa_j/\sqrt2$ with $\alpha_j(0)=0$. Therefore
\begin{equation}
\alpha_j=-\frac{\kappa_j}{\sqrt2\,\omega}\left(1-e^{-i\omega t}\right).
\end{equation}
Use $|\langle\alpha_2|\alpha_1\rangle|=e^{-|\alpha_1-\alpha_2|^2/2}$, $|1-e^{-i\omega t}|^2=2(1-\cos\omega t)$ and $\sigma^2=(\kappa_1-\kappa_2)^2\langle q^2\rangle=(\kappa_1-\kappa_2)^2/2$. Then
\begin{equation}
|S|=\exp\left[-\frac{\sigma^2}{\omega^2}(1-\cos\omega t)\right].
\label{osc}
\end{equation}
For $\omega t\ll1$ this is the Gaussian. At half a period it reaches its floor $e^{-2\sigma^2/\omega^2}$, and after a full period the coherence returns. For $\sigma/\omega=0.5$ the floor is $0.61$, so the coherence never falls to $1/e$, although its onset obeys the variance law. For $\sigma/\omega=2$ the floor is $3.4\times10^{-4}$. For several independent modes of this kind the overlaps multiply, and the exponents of Eq.~(\ref{osc}) add.

\section{H$_2^+$ launched from H$_2$}

State 1 is $2p\sigma_u$ and state 2 is $1s\sigma_g$. Parity forbids nonadiabatic coupling between them. The cation curves are solved variationally in spheroidal coordinates for fixed nuclei; the neutral curve is full configuration interaction in the cc-pVTZ basis, and its vibrational ground state is $\chi$. Adiabatic mass corrections, relativistic terms and the later action of the photoelectron on the ion are left out.

The packet has $\sigma_R=0.168$ bohr, and the mean gap slope is $-0.464$ hartree/bohr. The linear estimate is
\begin{equation}
\sigma\simeq0.4642\times0.1678=0.0779\ \text{hartree},
\end{equation}
while the full variance gives $\sigma=0.0773$ hartree, or $2.1$ eV. The Gaussian $1/e$ time is
\begin{equation}
t_{1/e}=\frac{\sqrt2}{\sigma}=\frac{1.4142}{0.07734}=18.29\ \text{a.u.}=0.442\ \text{fs}.
\end{equation}
Propagation on both surfaces gives $18.89$ a.u., or $0.457$ fs, which is 3.3\% longer than the Gaussian value. Meanwhile the phase of $S$ turns, at first at the mean gap of $0.652$ hartree, which corresponds to a period of $0.233$ fs, and then slightly more slowly. The coherence completes about two beats before it has fallen to $1/e$.

\begin{center}
\begin{tabular}{cccc}
$\sigma t$ & propagated & frozen & Gaussian\\
0.5 & 0.883 & 0.882 & 0.882\\
1.0 & 0.616 & 0.606 & 0.607\\
2.0 & 0.169 & 0.132 & 0.135\\
3.0 & 0.030 & 0.010 & 0.011
\end{tabular}
\end{center}

The frozen-nuclei values stay close to the Gaussian, so the gap distribution is nearly Gaussian and the slower true decay comes from nuclear motion. The quartic coefficient agrees: its shape part is $-0.5\times10^{-7}$ and its motion part $6.2\times10^{-7}$, in atomic units. In Eq.~(\ref{b}) the term with $\mathrm{Var}\dot D$ cannot be positive, so the positive motion part comes from $C(D,\ddot D)<0$: where the gap is above its mean, its acceleration tends to lie below the mean acceleration, which counteracts the spread of the accumulated phase. At $\sigma t=1$, where $t=12.93$ a.u., the correction is $bt^4=5.72\times10^{-7}\times2.795\times10^4=0.016$, and $e^{-0.5+0.016}=0.616$, as propagated. At $\sigma t=3$ the same formula gives $0.041$ instead of $0.030$, so the truncated series should not be carried into the tail.

At the propagated $1/e$ time the packets differ by $8.31$ a.u. in momentum and $0.088$ bohr in position. Evaluated with the initial width, the two exponents in Eq.~(\ref{sep}) are $0.973$ and $0.034$. Their sum is close to the required $1$, and nearly all of it is momentum. The comparison is only approximate: by then the widths are $0.157$ bohr ($u$) and $0.165$ bohr ($g$), and the phase of the $u$ packet is no longer flat.

\subsection{The same onset without a Gaussian decay}

Launch the first excited vibrational state instead. For a harmonic packet, a linear gap and frozen nuclei, the density is $x^2/\sigma_R^2$ times the normalized Gaussian. Each factor $x$ becomes a derivative of the Gaussian's Fourier transform, so with $u=|D'|\sigma_Rt$
\begin{equation}
|S|=\left|-\frac{d^2}{du^2}e^{-u^2/2}\right|=|1-u^2|\,e^{-u^2/2}.
\end{equation}
The variance is now $\sigma^2=3D'^2\sigma_R^2$, hence $u=\sigma t/\sqrt3$. The ideal coherence vanishes at $\sigma t=\sqrt3$ and then revives, because the phase difference $2\sqrt2\,u$ between the two lobes of the density, close to half a turn at the zero, moves on towards a full turn; at the revival maximum, $\sigma t=3$, it has reached about $0.8$ of a turn.

In H$_2^+$ the zero is filled: the propagated value there is $0.179$. Frozen nuclei with the actual packet and gap give $0.182$, so the filling comes from the shapes of packet and gap and not from motion. This value happens to lie near the Gaussian's $0.223$. At $\sigma t=3$ the difference is plain: the propagated coherence is $0.466$, the Gaussian $0.011$. A variance alone cannot predict the decay of a structured packet.

\section{How far the assumptions hold}

\textbf{Ionization amplitudes.} In the sudden limit they can be estimated from the norms of the Dyson orbitals. The ratio of the $u$ norm to the $g$ norm rises from $0.085$ to $0.117$ between one $\sigma_R$ below and one above the mean bond length. The launched packets then differ, and the premise of Eq.~(\ref{main}) fails slightly. Propagation with these weights, normalized to the initial coherence, gives a $1/e$ time of $19.40$ a.u., 2.7\% longer than with constant amplitudes.

\textbf{Pulse length.} For a single pulse with field envelope $e^{-t^2/2\tau^2}$, flat dipoles and frozen nuclei, the photoelectron amplitude is a Gaussian in energy proportional to $e^{-\Omega^2\tau^2/2}$, where $\Omega$ is the detuning. The two channels are shifted by $D$, and their normalized overlap is $e^{-D^2\tau^2/4}$. Half overlap at the mean gap requires $\tau=2\sqrt{\ln2}/0.652=2.55$ a.u., an intensity full width at half maximum of $0.10$ fs. Such a pulse is shorter than the decay. It favours small gaps and narrows $\sigma$ by 1.9\%. A much longer single pulse leaves little coherence to follow if the photoelectron energy is traced out.

\textbf{Photoelectron parity.} The two cation states have opposite parity, and so do their photoelectron partners. Integration over all emission directions removes the coherence. It can survive if the photoelectron is detected in a direction fixed relative to the molecular axis, provided that both parities contribute there. Perpendicular to the axis one of the two amplitudes can vanish, and the coherence with it.

\textbf{Smaller effects.} With the neutral packet from cc-pVDZ, $\sigma$ changes by 1.8\%. With cc-pVQZ it rises by 0.2\% to $0.0775$ hartree, the mean gap becomes $0.653$ hartree, and the Gaussian, propagated and amplitude-weighted $1/e$ times become $18.25$, $18.85$ and $19.37$ a.u.; the 3.3\% excess is unchanged. The last digits of the times quoted above therefore belong to the cc-pVTZ model. The Boltzmann factor of the first excited vibrational state at 300 K is $2\times10^{-9}$. Rotation adds a centrifugal energy $N(N+1)/2\mu R^2$ to each surface. For a given nuclear spin, $N$ is even in one cation state and odd in the other, so the two energies do not cancel exactly; for neighbouring values of $N$ up to 3 the difference changes $\sigma$ by less than 1\%.

The H$_2^+$ numbers should not be carried over to larger molecules. In H$_2^+$ the upper state is strongly antibonding and the nuclei are light. A polyatomic cation needs the variance over all its modes, and its hole states may be coupled. That coupling breaks the second assumption, and its effect is not sized here.

\section{Using the result}

\begin{enumerate}
\item Compute both cation energies at geometries drawn from $|\chi|^2$, and take the mean and variance of $D$.
\item Use $t_{1/e}=\sqrt2\,\hbar/\sigma$ as the first estimate; numerically, $0.93$ fs divided by $\sigma$ in eV.
\item Average $e^{-iDt}$ over the same geometries, as in Eq.~(\ref{frozen}). The sampling noise is about $1/\sqrt n$ for $n$ independent geometries, and in the tail of the decay, beyond $\sigma t\approx2$, even a Gaussian gap often exceeds this by chance. A departure from the Gaussian of at least three times this size indicates that the gap distribution is not Gaussian: it may be skewed or have several peaks.
\item Compare $\sigma$ with the frequencies of the modes that modulate the gap, both in the neutral and as given by the curvature of the mean cation surface. Propagate the nuclei if it is not much larger, if a strong force common to both surfaces drives them to where the gap has a different slope, or if times beyond the first decay matter.
\end{enumerate}
The numerical output below gives the remaining digits.

\section*{Calculated quantities}
\begin{verbatim}
reduced mass: 918.076 m_e
neutral mean bond length: 1.4507 bohr
neutral bond-length spread sigma_R: 0.1678 bohr
neutral 0-1 vibrational quantum: 0.01899 hartree
H2+ g, u energies at 1.4 bohr: -0.569984, 0.102206 hartree
Gaussian-basis excess g, u: 1.4e-04, 9.0e-05 hartree
mean gap <D>: 0.65237 hartree = 17.752 eV
beat period 2 pi/<D>: 9.631 a.u. = 0.2330 fs
mean gap slope: -0.4642 hartree/bohr
|slope| sigma_R: 0.07790 hartree
gap width sigma: 0.07734 hartree = 2.105 eV
variance, from packet: 0.00598154 hartree^2
variance, from propagation: 0.00598154 hartree^2
quartic b, shape part: -5.2219e-08 a.u.
quartic b, motion part: 6.2458e-07 a.u.
quartic b, sum: 5.7236e-07 a.u.
quartic b, from propagation: 5.7236e-07 a.u.
chirped packet cubic term, formula: -6.5087e-05 a.u.
chirped packet cubic term, propagation: -6.5087e-05 a.u.
1/sigma: 12.930 a.u. = 0.3128 fs
1/e time, Gaussian: 18.286 a.u. = 0.4423 fs
1/e time, propagated: 18.885 a.u. = 0.4568 fs
1/e time, frozen nuclei: 18.231 a.u.
sigma*t: |S| propagated, frozen, Gaussian (no unit)
  0.5: 0.8834, 0.8824, 0.8825
  1.0: 0.6159, 0.6056, 0.6065
  1.5: 0.3495, 0.3222, 0.3247
  2.0: 0.1687, 0.1320, 0.1353
  3.0: 0.0295, 0.0096, 0.0111
at 1/e time, momentum separation: 8.314 a.u.
at 1/e time, position separation: 0.0878 bohr
overlap exponents, momentum, position: 0.9731, 0.0342
v=1 packet gap width: 0.13060 hartree
v=1, sigma*t: |S| propagated, frozen, ideal, Gaussian (no unit)
  1.732: 0.1786, 0.1817, 0.0000, 0.2231
  3.000: 0.4658, 0.4656, 0.4463, 0.0111
oscillator sigma/omega=0.5: minimum 6.065e-01, after one period 1.000000
oscillator sigma/omega=2.0: minimum 3.355e-04, after one period 1.000000
u/g Dyson norm ratio at mean R -/+ sigma_R: 0.0851, 0.1172
1/e time with R-dependent amplitudes: 19.401 a.u.
pulse tau for energy overlap 0.500: 2.552 a.u.
pulse intensity FWHM: 0.1028 fs
gap width with that pulse: 0.07587 hartree
gap width with cc-pVDZ neutral: 0.07598 hartree
v=1 Boltzmann factor at 300 K: 2.08e-09
\end{verbatim}
